Choosing Supercells and Starts for Hartree-Fock Stripes in the Hubbard Model

**The decision: which cell, and which starting spins**

Before an unrestricted Hartree-Fock (UHF) run on a doped antiferromagnet, one must choose a supercell and a starting spin pattern. A two-site cell started from alternating spins can return a well-converged Neel state that lies above a striped solution. At hole doping x, the cell should admit walls a distance 1/x apart, across which the staggered spin pattern changes sign. The charge then repeats after 1/x columns and the spin envelope after 2/x.

For vertical stripes with a whole-number spacing 1/x, a rectangular cell that can also hold uniform Neel order needs

Lx = a multiple of 2/x,  Ly = an even number.

The case treated here is the square-lattice Hubbard model with nearest-neighbour hopping t = 1, repulsion U and density n = 1 − x. Energies are in t, lengths in lattice constants, and k_B = 1. Spins are collinear. The main calculations use U = 3.5 and T = 0.02. The result is a comparison within mean-field theory; it leaves out correlation and does not identify the ground state of the full model.

**What the self-consistency cycle minimises**

The Hamiltonian is

H = K + U Σ_i n̂_i↑ n̂_i↓,

where K is the hopping. Input densities v_iσ define the one-electron problem

H_v = K + U Σ_i (v_i↓ n̂_i↑ + v_i↑ n̂_i↓).

Each spin feels the density of the other. Let ε be the levels of H_v, f their Fermi occupations, and n_iσ the resulting output densities. One chemical potential serves both spins and fixes the total density. The thermal state of H_v is a product of an up part and a down part, so

⟨n̂_i↑ n̂_i↓⟩ = n_i↑ n_i↓.

To obtain ⟨H⟩ from ⟨H_v⟩ = Σ f ε, remove the potential energy of H_v and add the interaction. Subtracting TS gives

F = Σ f ε − U Σ_i (v_i↓ n_i↑ + v_i↑ n_i↓) + U Σ_i n_i↑ n_i↓ − TS.

This is ⟨H⟩ − TS in a trial state. By the variational principle it is an upper bound to the model's true free energy at the same mean density.

Now change the state slightly at fixed electron number. The state already minimises ⟨H_v⟩ − TS for its own v, so to first order

d(⟨K⟩ − TS) = −U Σ_i (v_i↓ dn_i↑ + v_i↑ dn_i↓).

The interaction term changes by U Σ_i (n_i↓ dn_i↑ + n_i↑ dn_i↓). Adding the two,

dF = U Σ_i [(n_i↓ − v_i↓) dn_i↑ + (n_i↑ − v_i↑) dn_i↓].

At self-consistency n = v, so F is stationary. Near a solution its error is second order in the density error. Stationarity does not show that the solution is the lowest one, which is why the start matters.

**The uniform Neel reference**

Let m_i = n_i↑ − n_i↓ = m(−1)^(x_i+y_i), where x_i and y_i are site coordinates. An up electron feels

U n_i↓ = Un/2 − Δ(−1)^(x_i+y_i),  Δ = Um/2.

The staggered term couples k to k + Q, with Q = (π,π). Since ε_k = −2(cos kx + cos ky), one has ε_(k+Q) = −ε_k. Apart from the constant Un/2, the 2 × 2 matrix has diagonal entries ε_k, −ε_k and off-diagonal entries −Δ. Its eigenvalues are

±E_k,  E_k = √(ε_k² + Δ²).

At half filling and T = 0 the lower band is full. The sum of (−1)^(x_i+y_i) n_i↑ over sites equals Nm/2. It is also minus the derivative of the occupied band energy with respect to Δ. Hence

Nm/2 = Σ_(half zone) Δ/E_k = ½ Σ_k Δ/E_k,

where the last sum covers the full zone. Inserting m = 2Δ/U and dividing by NΔ gives

1/U = (1/2N) Σ_k 1/E_k.

For the energy, two spins over half the zone give −Σ_k E_k, and the constant potential gives U/2 per site. With v = n, the two interaction terms in F combine to −U n_i↑ n_i↓ = −U(1 − m²)/4. Therefore

F/N = −(1/N) Σ_k E_k + U(1 + m²)/4.

At U = 3.5 this gives m = 0.635 and F/N = −0.86692, in agreement with the self-consistent solver.

Doping removes electrons from the top of the lower band, so the uniform state has no gap at the Fermi level. Its moment falls to 0.389 at x = 1/8.

**Why a wall can store a hole**

Write the staggered pattern with an envelope, m(x,y) = (−1)^(x+y) g(x), where x and y are now coordinates. A wall is a place where g changes sign. Let Δ(x) = U g(x)/2 vary slowly, and ignore the charge modulation for the moment. For given ky choose p with cos p = −cos ky, so that the hopping energy at (p,ky) vanishes, and let v = 2 sin p be the velocity there. Try

ψ(x,y) = e^(ipx + i ky y) [a(x) + (−1)^(x+y) b(x)].

Expanding the hopping to first order in derivatives gives −iv a′ for a. It gives the opposite sign for b, because ε_(k+Q) = −ε_k. The staggered potential exchanges a and b:

−iv a′ − Δ(x) b = E a,
 iv b′ − Δ(x) a = E b.

At E = 0 set b = iσa with σ = ±1. The first equation becomes a′ = −σΔ(x)a/v, and the second gives the same condition. Thus

a(x) = a(0) exp[−σ ∫₀ˣ Δ(s) ds / v].

If Δ changes sign at the wall, one choice of σ decays on both sides. In this slowly varying limit the wall binds a state in the middle of the gap; on the lattice the wall states spread into two broad bands around the middle, and the charge dip at the wall shifts them down. In the x = 1/8 solution below they run from −0.56 to +0.30 relative to Un/2, between band edges at −0.88 and +0.86, so the gap under the wall bands is only about 0.32. The decay length is about |v|/Δ. The estimate is rough when this is only a site or two, and it fails where v approaches zero.

To count these states, take a wall of L sites. There are L values of ky, each with two values ±p, but (p,ky) and (p+π,ky+π) describe the same pair a,b. This leaves L states per spin, or one per spin and wall site.

Now take a cell of d columns and two rows with one wall. It has 2d levels per spin, two of them from the wall. Without charge modulation, multiplying a wavefunction by (−1)^(x+y) and shifting it by one row reverses the sign of both hopping and staggered potential. The levels are therefore symmetric about the middle, and 2d − 2 of them split into d − 1 below and d − 1 above the wall states. The available electrons per spin are

½ · 2d · (1 − x) = d − dx.

This equals d − 1 when d = 1/x. The lower bands are then full and both wall bands are empty. Such a stripe is called filled because it is full of holes: one per wall site.

**When the spacing 1/x is the best one**

A gap alone does not fix the spacing. Suppose walls are far apart and let w = 1/d be the number of walls per column. Relative to the half-filled Neel state, let e_w be the energy per wall site of a filled wall, e_v the cost of a hole in the region between walls, and e_s the energy of an electron added to an empty wall band. For small deviations from w = x,

w < x: F/N = F₀/N + w e_w + (x − w)e_v,
w > x: F/N = F₀/N + w e_w + (w − x)e_s.

The slopes with respect to w are e_w − e_v and e_w + e_s. A minimum at w = x requires the first to be negative and the second positive:

−e_s < e_w < e_v.

The width of this window is e_v + e_s, which is the gap. An open gap makes the minimum possible; the value of e_w decides whether it occurs.

The spacing scan at x = 1/8 supports this picture. F/N is −0.975481, −0.977352 and −0.974779 at d = 7, 8 and 9. The slopes away from the minimum have magnitudes

0.001871/(1/7 − 1/8) = 0.105,
0.002573/(1/8 − 1/9) = 0.185.

Their sum is 0.29, compared with a gap of 0.33 between the levels at the sampled momenta. That mesh misses the band edges, and a fine sampling lowers the gap to 0.32. Similar sums at x = 1/6 and 1/10 are 0.31 and 0.27, against gaps of 0.33 and 0.35 at the sampled momenta, or 0.31 and 0.33 with fine sampling. The shortfall grows as the walls move apart, from near zero at x = 1/6 to about 0.06 at x = 1/10. Denser meshes leave the slopes unchanged in the digits shown; beyond that the cause was not tested. The slopes are finite differences at T = 0.02, and the model omits wall interactions and relaxation. In all three scans the tested minimum is at d = 1/x.

These scans hold the pattern uniform along each wall, apart from the Neel alternation. A partly filled wall might lower its energy by a further modulation, which they do not examine.

**Choosing the supercell**

Neighbouring walls reverse the envelope, so g(x+d) = −g(x) and g(x+2d) = g(x). The charge is unchanged by the sign of g and has period d. The leading wavevectors are

q_charge = (2πx, 0),  q_spin = (π ± πx, π),

with x here the doping.

A tilted cell can be smaller than a rectangular one. Under a translation by (d,s),

m(x+d,y+s) = (−1)^(d+s+1) m(x,y).

The spin pattern repeats if d + s is odd. Use vectors (d,1),(0,2) for even d and (d,0),(0,2) for odd d. Uniform Neel order would require d + s even, so it does not fit: any staggered order in this cell must contain a wall. It suits a spacing scan, but not an unbiased search.

For vectors (Lx,s),(0,Ly) with Bloch phases θ₁,θ₂, the allowed momenta satisfy

Lx kx + s ky = θ₁ + 2πa,
Ly ky = θ₂ + 2πb,

with integers a and b. To compare patterns in a small system, choose phases that give every pattern the same set of momenta. Otherwise part of the difference comes from momentum sampling.

**Choosing the annealing and mixing**

An unbiased start has random local moments at uniform charge. Each cycle uses

v_new = v + α(n − v).

Near a solution, let one independent deviation be multiplied by a real factor λ in passing from input to output. Its error is then multiplied by 1 − α + αλ. For α > 0 the error decays if

1 − 2/α < λ < 1.

Smaller α tames charge oscillations with large negative λ. At α = 0.4 the lower limit is −4. Damping cannot suppress a deviation with λ > 1. That growth is useful here, because it lets moments develop from a weakly ordered start.

A workable schedule at U = 3.5 is as follows:

1. Start at several temperatures, here 0.30, 0.20 and 0.12.
2. Lower T geometrically to 0.02 in ten stages of ten updates.
3. At each stage add random spin noise of standard deviation 0.1T to each spin density, with opposite signs for up and down.
4. Rank the runs by F, then converge the lowest.

For the last step, Anderson mixing combines earlier inputs v_j and residuals r_j = n_j − v_j:

v_new = Σ_j c_j(v_j + βr_j),  Σ_j c_j = 1,

with the c_j chosen to make |Σ_j c_j r_j| small. The unit sum preserves the electron number. This step sharpens a solution; it is not a search for a better pattern.

**Worked case: one hole in eight sites**

At x = 1/8 the rule gives Lx = 16. A 16 × 4 cell has 64 sites and 8 holes, enough for two walls of four sites. All eight random starts developed the charge peak of period 8. Their annealed values of F/N spread over about 0.0003. Only the best run was then converged, so this spread does not show distinct minima. The best converged run also has spin-envelope period 16.

On the same momenta the results per site are

annealed stripe: −0.97747,
seeded stripe: −0.97747,
uniform Neel: −0.95762.

The stripe is lower by 0.0198. On denser meshes the difference is 0.0192, so this advantage is not an effect of the small momentum set. It remains 0.0195 at x = 1/6 and 0.0168 at x = 1/10.

The wall is broad. The column densities, starting at its centre, are 0.741, 0.794, 0.893, 0.956 and 0.973, then the same values in reverse back to the next wall. The holes in one period add to

0.259 + 2(0.206 + 0.107 + 0.044) + 0.027 = 1.00.

“One hole per wall site” therefore counts the whole charge dip; the central column alone holds about a quarter of a hole. The staggered moment vanishes there and reaches 0.611 midway between walls, well above the 0.389 of the uniform doped state. The stripe keeps stronger antiferromagnetic regions by gathering holes where the moment changes sign.

Starts centred on a site and on a bond give the same F/N to within 10⁻⁶. The second start keeps a bond-centred profile, with column densities 0.755, 0.844, 0.931 and 0.969 going out from the wall, so at this U the broad wall is almost free to shift by half a site. At U = 6 the bond-centred wall is lower by about 5×10⁻⁵.

**Energy per hole and phase separation**

Dividing the change from half filling by x gives, at x = 1/8,

stripe: (−0.97735 + 0.86692)/0.125 = −0.883,
Neel: (−0.95816 + 0.86692)/0.125 = −0.730.

The stripe gains 0.15 per hole. This quantity also tests a mixture. If a fraction of the system has doping x′ and the rest is half filled, the mixture's energy per hole is that of the doped part, apart from interface energy.

For uniform Neel order the values at x = 1/10, 1/8 and 1/6 are −0.717, −0.730 and −0.757. A uniform Neel state at 1/8 can thus lower its energy by separating into half-filled and more strongly doped Neel regions. The corresponding stripe values are −0.885, −0.883 and −0.874. Separating the 1/8 stripe into half-filled regions and the 1/6 stripe would raise its energy. Other mixtures remain untested.

**When to enlarge the search**

The 16 × 4 cell cannot hold diagonal walls with spacing 8 in x + y: moving four rows changes x + y by 4, whereas their spin pattern needs 16. Agreement among annealed starts says nothing about patterns that the cell excludes.

Separate diagonal cells give a useful warning at x = 1/8. All four values below are for site-centred walls with spacing 8:

U = 3.5: vertical −0.9774, diagonal −0.9744;
U = 6: vertical −0.7128, diagonal −0.7207.

Vertical walls are lower at the first value and diagonal walls at the second. The spacing 1/x need not be best for diagonal walls: at U = 3.5 a diagonal cell with spacing 9 gives about −0.9751, below the value for spacing 8 though still above the vertical stripe, and wider spacings were not tried. At U = 6 spacing 8 is the lowest of 7, 8 and 9. At stronger coupling, include a cell that permits both. In the opposite limit, U = 0, there is no interaction to support a moment, and the argument for a wall gap disappears.

Hopping beyond nearest neighbours can break ε_(k+Q) = −ε_k, on which the midgap argument rests. The spacing should then be scanned afresh. Noncollinear spirals also need a wider calculation, since fixed up and down axes exclude them. The numerical output below gives the remaining scan values and convergence data. Its largest-residual line covers the converged doped solutions only, not the unpolished annealed runs or the half-filled reference.

Table of computed values

```
U = 3.5 t, T = 0.02 t, energies in t per site unless stated
double occupancy: explicit 1.63331653, factored 1.63331653
largest folded-band error = 8.9e-15 t
half filling: m solver 0.63501, gap equation 0.63501
half filling: F solver -0.866915, gap equation -0.866915
annealing: 16 x 4 sites, x = 0.125, 8 random starts
F after annealing, sorted: -0.97746 -0.97745 -0.97738 -0.97735 -0.97732 -0.97724 -0.97723 -0.97712
starts ending with charge peak at (2*2pi/16, 0): 8
best run polished: F = -0.977467, residual 7.2e-06
same momenta: seeded stripe F = -0.977467
same momenta: uniform Neel F = -0.957620
charge peak index (of 16, of 4) = (2, 0), spin peak = (7, 2)
charge period = 8.0 sites, spin-envelope period = 16.0 sites
x = 1/6: Neel F = -0.993067, m = 0.2677
  F(d): 5: -1.007457, 6: -1.012561, 7: -1.008768
  filled stripe minus Neel = -0.019494, stripe gap = 0.3315 t
  free energy per hole: stripe -0.8739 t, Neel -0.7569 t
x = 1/8: Neel F = -0.958159, m = 0.3890
  F(d): 6: -0.971634, 7: -0.975481, 8: -0.977352, 9: -0.974779, 10: -0.972596
  filled stripe minus Neel = -0.019193, stripe gap = 0.3315 t
  free energy per hole: stripe -0.8835 t, Neel -0.7300 t
x = 1/10: Neel F = -0.938597, m = 0.4472
  F(d): 9: -0.954470, 10: -0.955441, 11: -0.953746
  filled stripe minus Neel = -0.016843, stripe gap = 0.3463 t
  free energy per hole: stripe -0.8853 t, Neel -0.7168 t
x = 1/8 stripe, density by column: 0.7412 0.7936 0.8932 0.9560 0.9731 0.9560 0.8932 0.7936
x = 1/8 stripe, staggered m by column: 0.0000 0.2712 0.4834 0.5859 0.6106 0.5859 0.4834 0.2712
bond-centred minus site-centred F = -0.000000
U = 3.5 t, x = 1/8: vertical F = -0.977352, diagonal F = -0.974431
U = 6.0 t, x = 1/8: vertical F = -0.712767, diagonal F = -0.720714
largest density residual of all runs = 9.9e-06
smallest peak moment in the spacing scan = 0.5019
```
